# Kittel's two-sublattice antiferroelectric: zero-field order, susceptibility and field-induced polar state

## First half: zero-field order and linear response

An antiferroelectric crystal is described here by two equivalent sublattices, $a$ and $b$, whose polarizations lie along one common axis. Let $P_a$ and $P_b$ be their contributions to the dipole moment per unit volume of the whole crystal, so that the measured polarization is $P_a+P_b$. An electric field $E$ acts along the same axis. Kittel's free-energy density, carried to fourth order, is

$$
G=f\,(P_a^2+P_b^2)+g\,P_aP_b+h\,(P_a^4+P_b^4)-E\,(P_a+P_b),\qquad g>0,\quad h>0 .
$$

The coefficient $f$ measures the stiffness of each sublattice by itself. It may have either sign and is the coefficient that changes with temperature. The coupling $g>0$ lowers the energy when the two polarizations are opposite. The quartic coefficient $h>0$ keeps $G$ bounded from below, so a state of lowest energy exists at every field.

SI units are used: $P$ is in C/m², $E$ in V/m, $f$ and $g$ in V m/C, and $h$ in V m⁵/C³. The field $E$ is the macroscopic field inside the material, held fixed by the electrodes. The model is a mean-field one. Each sublattice is uniform, and domains, nucleation, strain and thermal fluctuations are left out. The quartic form is taken as the definition of the model at all the polarizations considered.

### (a) Convenient variables

*Express $G$ through the total polarization $P=P_a+P_b$ and the staggered polarization $A=P_a-P_b$. Write the conditions for a stationary state and the second derivatives that decide its stability.*

**Solution.** The inverse relations are $P_a=(P+A)/2$ and $P_b=(P-A)/2$. They give

$$
P_a^2+P_b^2=\frac{P^2+A^2}{2},\qquad P_aP_b=\frac{P^2-A^2}{4}.
$$

The quartic sum follows from these two:

$$
P_a^4+P_b^4=(P_a^2+P_b^2)^2-2(P_aP_b)^2
=\frac{(P^2+A^2)^2}{4}-\frac{(P^2-A^2)^2}{8}.
$$

Over the common denominator 8, the numerator is $2P^4+4P^2A^2+2A^4-P^4+2P^2A^2-A^4$, so

$$
P_a^4+P_b^4=\frac{P^4+6P^2A^2+A^4}{8}.
$$

The free energy becomes

$$
G=\frac{2f+g}{4}P^2+\frac{2f-g}{4}A^2+\frac h8\,(P^4+6P^2A^2+A^4)-EP .
$$

The coupling $g$ stiffens $P$ and softens $A$. The term $6P^2A^2$ has a positive coefficient, so each kind of order makes the other more costly. The field acts directly on $P$ alone.

With subscripts for partial derivatives, the stationary states obey

$$
G_P=\Big(f+\frac g2\Big)P+\frac h2P^3+\frac{3h}{2}PA^2-E=0,
$$

$$
G_A=A\Big[\Big(f-\frac g2\Big)+\frac{3h}{2}P^2+\frac h2A^2\Big]=0 .
$$

The second condition is a product. Either $A=0$, which defines the polar family with $P_a=P_b$, or the bracket vanishes, which gives

$$
A^2=\frac{g-2f}{h}-3P^2 .
$$

This second family is called antipolar below, also when a field has given it a net polarization. Since one factor of the product must vanish, the two families contain every stationary state.

Differentiating once more gives

$$
G_{PP}=f+\frac g2+\frac{3h}{2}(P^2+A^2),\quad
G_{AA}=f-\frac g2+\frac{3h}{2}(P^2+A^2),\quad
G_{PA}=3hPA .
$$

A stationary state is a local minimum if $G_{AA}>0$ and $G_{PP}G_{AA}-G_{PA}^2>0$. The change of variables from $(P_a,P_b)$ to $(P,A)$ is linear and invertible, so it does not alter which points are minima.

### (b) States without a field

*Set $E=0$. Find every stationary state, decide which are minima, and identify the state of lowest energy for each value of $f$.*

**Solution.** At $E=0$ the condition $G_P=0$ also becomes a product, with factors $P$ and $(f+g/2)+hP^2/2+3hA^2/2$. There are four cases.

*Both polarizations vanish.* At $P=A=0$ the second derivatives are $G_{PP}=f+g/2$, $G_{AA}=f-g/2$ and $G_{PA}=0$. Because $g>0$, the second is the smaller. The unpolarized state is a minimum for $f>g/2$ and loses its stability in the staggered direction when $f$ falls below $g/2$.

*Antipolar order, $P=0$ and $A\neq0$.* The bracket in $G_A$ gives $A_0^2=(g-2f)/h$, which requires $f<g/2$. The sublattice polarizations are $P_a=-P_b=\pm p_0$ with

$$
p_0=\frac{|A_0|}{2}=\sqrt{\frac{g-2f}{4h}} .
$$

Here $G_{PA}=0$, and the other second derivatives are

$$
G_{PP}=f+\frac g2+\frac32(g-2f)=2(g-f),\qquad
G_{AA}=f-\frac g2+\frac32(g-2f)=g-2f .
$$

Both are positive when $f<g/2$, since then $f<g$ as well. The antipolar state is therefore a minimum throughout its range. The two signs of $A_0$ differ by an exchange of the sublattices and have the same energy:

$$
G_{\rm anti}=-\frac{g-2f}{4}\,\frac{g-2f}{h}+\frac h8\Big(\frac{g-2f}{h}\Big)^2
=-\frac{(g-2f)^2}{8h}.
$$

*Polar order, $A=0$ and $P\neq0$.* Now $P^2=-(2f+g)/h$, which requires $f<-g/2$. The second derivatives are

$$
G_{PP}=f+\frac g2-\frac32(2f+g)=-(2f+g)>0,
$$

$$
G_{AA}=f-\frac g2-\frac32(2f+g)=-2(f+g).
$$

This state is a minimum for $f<-g$. Between $-g$ and $-g/2$ it is a saddle, from which the energy falls when the sublattices become unequal. Its energy follows from the same algebra as before:

$$
G_{\rm polar}=-\frac{(2f+g)^2}{8h},\qquad
G_{\rm polar}-G_{\rm anti}=\frac{(g-2f)^2-(g+2f)^2}{8h}=-\frac{fg}{h}.
$$

The difference is positive, because $f$ is negative here. The polar state lies above the antipolar state wherever both exist.

*Both $P$ and $A$ different from zero.* The two brackets must vanish together. Their sum gives $P^2+A^2=-f/h$, and their difference gives $P^2-A^2=g/h$. Hence

$$
P^2=\frac{g-f}{2h},\qquad A^2=-\frac{g+f}{2h},
$$

which requires $f<-g$. With these values $G_{PP}=(g-f)/2$, $G_{AA}=-(g+f)/2$ and $G_{PA}^2=-9(g-f)(g+f)/4$. The determinant is

$$
G_{PP}G_{AA}-G_{PA}^2=-\frac{(g-f)(g+f)}{4}+\frac{9(g-f)(g+f)}{4}=2(g-f)(g+f)<0 .
$$

These states are saddles. They appear at the value $f=-g$ at which the polar state becomes a minimum, and they are the passes between polar and antipolar minima.

The zero-field ground state is thus unpolarized for $f>g/2$ and antipolar for $f<g/2$. The order grows continuously from zero at $f=g/2$. A crystal in which antipolar order appears with a jump at zero field lies outside this model; its description would need, for example, a negative $h$ with a stabilizing sixth-order term.

### (c) The antipolar state in a field

*For $f<g/2$, follow the antipolar family when a field is applied. Derive the relation between $E$ and $P$, and reduce the two-variable stability condition to a condition on this one curve.*

**Solution.** On this family $A^2=(g-2f)/h-3P^2$. Inserting it in $G_P=0$ gives

$$
E=\Big(f+\frac g2\Big)P+\frac h2P^3+\frac32(g-2f)P-\frac{9h}{2}P^3 .
$$

The linear coefficients add up to $f-3f+g/2+3g/2=2(g-f)$, and the cubic ones to $h/2-9h/2=-4h$. Therefore

$$
E_A(P)=2(g-f)P-4hP^3 .
$$

The family exists while $A^2>0$, that is for $|P|<P_c$ with

$$
P_c=\sqrt{\frac{g-2f}{3h}} .
$$

The cubic term is negative, so the material becomes softer as it is polarized. The reason is the loss of staggered order. In the ratio $E/P=f+g/2+hP^2/2+3hA^2/2$, the last term loses $9hP^2/2$ as $A^2$ falls, while the direct term gains only $hP^2/2$. In the slope $dE_A/dP=2(g-f)-12hP^2$, a quarter of the softening is the fall of $G_{PP}$, which equals $2(g-f)-3hP^2$ on this family. The remaining $-9hP^2$ comes from the further retreat of $A$ as $P$ increases, the term $G_{PA}\,dA/dP$ derived below.

For the stability, the vanishing bracket in $G_A$ says that $f-g/2+3hP^2/2=-hA^2/2$. Inserted in the second derivative, this gives

$$
G_{AA}=-\frac h2A^2+\frac{3h}{2}A^2=hA^2>0 .
$$

The sign of the determinant remains to be found. Along the curve, $A$ depends on $P$ so that $G_A$ stays zero. Differentiating $G_A(P,A(P))=0$ gives $dA/dP=-G_{PA}/G_{AA}$. The field is the part of $G_P$ that does not contain $E$, taken along the curve, so

$$
\frac{dE_A}{dP}=G_{PP}+G_{PA}\frac{dA}{dP}
=\frac{G_{PP}G_{AA}-G_{PA}^2}{G_{AA}} .
$$

Since $G_{AA}>0$, the antipolar state is a minimum if $dE_A/dP>0$ and a saddle if $dE_A/dP<0$. On the antipolar family, the slope of the measurable curve thus carries the full stability condition, including the response of the hidden variable $A$. On the polar family the sign of $G_{AA}$ has to be examined separately.

### (d) Zero-field susceptibility

*Find $\chi=dP/dE$ at $E=0$ in the ground state on both sides of $f=g/2$. Describe what happens at the transition, and translate the result into a temperature dependence.*

**Solution.** For $f>g/2$ the ground state has $A=0$, and $G_P=0$ reads $E=(f+g/2)P+hP^3/2$. For $f<g/2$ the curve $E_A(P)$ applies. The inverse slopes at $P=0$ are

$$
\chi=\frac{1}{f+g/2}\quad(f>g/2),\qquad
\chi=\frac{1}{2(g-f)}\quad(f<g/2).
$$

At $f=g/2$ both expressions equal $1/g$. The susceptibility is finite and continuous there, but its slope is not:

$$
\frac{d\chi}{df}\Big|_{f\to g/2^+}=-\frac{1}{g^2},\qquad
\frac{d\chi}{df}\Big|_{f\to g/2^-}=\frac{1}{2(g-f)^2}\Big|_{f=g/2}=+\frac{2}{g^2}.
$$

The susceptibility has a cusp, with its maximum at the transition. It does not diverge, because the uniform field couples to $P$, whose stiffness is still $g$ when the stiffness of $A$ vanishes. A fictitious staggered field, entering $G$ as $-E_sA$, would meet the stiffness $G_{AA}=f-g/2$ in the unpolarized state, and the response to it would diverge.

The factor $-2$ between the slopes can be traced. When $f$ falls below $g/2$ by a small amount $\delta$, the direct stiffness $f+g/2$ decreases by $\delta$. The new order adds $3hA_0^2/2=3(g-2f)/2=3\delta$. The net change of stiffness is $+2\delta$.

Suppose that $g$ and $h$ are constant and that $f=g/2+\lambda(T-T_0)$ with $\lambda>0$. Then

$$
\chi=\frac{1}{g+\lambda(T-T_0)}\quad(T>T_0),\qquad
\chi=\frac{1}{g+2\lambda(T_0-T)}\quad(T<T_0).
$$

Above $T_0$ this is a Curie–Weiss law whose extrapolated divergence lies at $T_0-g/\lambda$, below the actual transition.

### (e) Numbers at zero field

*Take the round model parameters $f=-0.2$ and $g=1$ in units of $10^9$ V m/C, and $h=20$ in units of $10^9$ V m⁵/C³. They stand for no particular material. Evaluate the zero-field state and its susceptibility.*

**Solution.** Here $g-2f=1.4$ in the same units as $g$. The sublattice polarization is

$$
p_0=\sqrt{\frac{1.4}{4\times20}}\ \text{C/m}^2=0.132\ \text{C/m}^2 .
$$

The antipolar state lies below the unpolarized one by $(g-2f)^2/(8h)=1.96/160$ in units of $10^9$ J/m³, which is 12.3 MJ/m³. The stiffness is $2(g-f)=2.4\times10^9$ V m/C, so $\chi/\varepsilon_0=47.1$, where $\varepsilon_0$ is the vacuum permittivity. With the same $g$, the value at the cusp would be $1/(g\varepsilon_0)=113$.

Since $f$ lies between $-g/2$ and $g/2$, there is no polar stationary state at zero field with these parameters. A polar state has to be produced and held by the field.

## Second half: the field-induced polar state and the stored energy

The total polarization is $P=P_a+P_b$ and the staggered one is $A=P_a-P_b$. The free-energy density is

$$
G=\frac{2f+g}{4}P^2+\frac{2f-g}{4}A^2+\frac h8(P^4+6P^2A^2+A^4)-EP,
$$

with $g>0$ and $h>0$. Stationary states have either $A=0$ (polar) or $A^2=(g-2f)/h-3P^2$ (antipolar). For $f<g/2$ the zero-field ground state is antipolar, with energy $-(g-2f)^2/(8h)$. In a field it follows $E_A(P)=2(g-f)P-4hP^3$ for $|P|<P_c=\sqrt{(g-2f)/(3h)}$, and it is stable where $dE_A/dP>0$. The condition $f<g/2$ holds throughout this half.

### (f) The polar state

*Find the range of $P$ in which the polar state is stable, and solve for its polarization at a given field $E>0$.*

**Solution.** With $A=0$ and the abbreviation $\alpha=f+g/2$, the condition $G_P=0$ becomes

$$
E_F(P)=\alpha P+\frac h2P^3 .
$$

The mixed derivative $G_{PA}=3hPA$ vanishes, so stability requires

$$
G_{PP}=f+\frac g2+\frac{3h}{2}P^2>0,\qquad
G_{AA}=f-\frac g2+\frac{3h}{2}P^2>0 .
$$

The first expression exceeds the second by $g>0$, so the second condition decides. It gives $P^2>(g-2f)/(3h)$, or $|P|>P_c$. The polar state becomes unstable toward unequal sublattices at the polarization where the antipolar family ends with $A=0$. The two curves meet there.

To invert $E_F(P)$ for $\alpha>0$, multiply by $2/h$:

$$
P^3+\frac{2\alpha}{h}P=\frac{2E}{h}.
$$

Set $P=s\sinh\theta$ and use the identity $4\sinh^3\theta+3\sinh\theta=\sinh3\theta$. The coefficients $s^3$ and $2\alpha s/h$ are in the ratio $4:3$ if $s^2=8\alpha/(3h)$. The left side is then $(s^3/4)\sinh3\theta$, and

$$
\sinh3\theta=\frac{8E}{hs^3}=\frac{3E}{\alpha s},
$$

where the last step uses $hs^2=8\alpha/3$. The field-induced polar solution is

$$
P=s\,\sinh\!\Big[\frac13\,\text{arsinh}\frac{3E}{\alpha s}\Big],\qquad
s=2\sqrt{\frac{2\alpha}{3h}},\qquad P_a=P_b=\frac P2 .
$$

It describes a stable state when the resulting $P$ exceeds $P_c$. For $\alpha=0$ the cubic gives $P=(2E/h)^{1/3}$ directly. For $\alpha<0$ set $s=2\sqrt{2|\alpha|/(3h)}$ and $P=s\cosh\theta$. The identity $4\cosh^3\theta-3\cosh\theta=\cosh3\theta$ then gives $\cosh3\theta=3E/(|\alpha|s)$. If the right side is below one, both functions are replaced by cosines, and $\theta=\frac13\arccos[3E/(|\alpha|s)]$ gives the largest root. At large fields the cubic term dominates in every case, and $P$ approaches $(2E/h)^{1/3}$.

### (g) The route from antipolar to polar

*The field is raised slowly from zero and then lowered again. Find when the change to the polar state is continuous and when it is hysteretic, and derive the switching fields. When does the crystal return to zero polarization?*

**Solution.** The slope $dE_A/dP=2(g-f)-12hP^2$ is positive up to

$$
P_s=\sqrt{\frac{g-f}{6h}} .
$$

It matters whether this limit comes before the end of the family at $P_c$. The inequality $P_s^2<P_c^2$ reads $g-f<2(g-2f)$, or $f<g/3$.

*Continuous case, $g/3\le f<g/2$.* The antipolar state remains stable until $A$ reaches zero at $P_c$. The polar state takes over at the same field and polarization. At this point the slopes are

$$
\frac{dE_A}{dP}=2(g-f)-4(g-2f)=6f-2g,\qquad
\frac{dE_F}{dP}=f+\frac g2+\frac{g-2f}{2}=g .
$$

The differential susceptibility drops from $1/(6f-2g)$ to $1/g$. Both stable curves rise with $P$, so the same states are passed on the way back and there is no hysteresis. At $f=g/3$ the first slope vanishes, which marks the tricritical point.

*Discontinuous case, $f<g/3$.* The antipolar state disappears at $P_s$. Since $4hP_s^2=\frac23(g-f)$, the forward switching field is

$$
E_f=E_A(P_s)=P_s\Big[2(g-f)-\frac23(g-f)\Big]=\frac43(g-f)P_s .
$$

On the way down, the polar state survives until $P_c$. With $hP_c^2/2=(g-2f)/6$, the return field is

$$
E_b=E_F(P_c)=P_c\Big[f+\frac g2+\frac{g-2f}{6}\Big]=\frac23(g+f)P_c .
$$

The curves meet at $P_c$, so $E_b=E_A(P_c)$ as well. For $P>0$ the function $E_A(P)$ has a single maximum, at $P_s\ne P_c$, and therefore $E_f>E_b$. The window between the two fields contains two kinds of minimum, and the history decides which is occupied.

The return field is positive if $f>-g$. For $f<-g$ the polar state survives when the field is removed, and a remanent polarization stays behind. This is the metastable polar state found at zero field. A double loop with no remanent polarization at $E=0$ therefore requires

$$
-g<f<\frac g3 .
$$

If $f=g/2+\lambda(T-T_0)$ with constant $g$ and $h$, this interval is $T_0-3g/(2\lambda)<T<T_0-g/(6\lambda)$. Closer to $T_0$, the antipolar crystal becomes polar without hysteresis.

The fields $E_f$ and $E_b$ are limits of local stability. In a real crystal, nucleation can start the switching earlier in either direction, so that the loop is narrower.

### (h) Where the jumps end

*For $-g<f<g/3$, find the states reached after the forward jump and after the return jump.*

**Solution.** For $E>0$ the possible minima can be listed. An antipolar minimum needs $E<E_f$. A polar minimum with $P>P_c$ needs $E>E_b$. A polar minimum with $P<-P_c$ needs $E<-E_b$, which is negative. Just above $E_f$ the polar state with positive $P$ is thus the one minimum left, and the forward jump ends at $P_2$, the polar solution of part (f) at $E=E_f$. Just below $E_b$ the antipolar minima remain, a pair with opposite $A$ and the same $P$.

Their polarization $P_1$ solves $E_A(P)=E_b$, or

$$
4hP^3-2(g-f)P+E_b=0 .
$$

The value $P_c$ is a root, because the curves meet there. Dividing by $P-P_c$ gives

$$
(P-P_c)\big[4hP^2+4hP_cP+4hP_c^2-2(g-f)\big]=0 .
$$

The constant term of this product is $2(g-f)P_c-4hP_c^3=E_b$, as required. The bracket, divided by $4h$, is the quadratic

$$
P^2+P_cP+P_c^2-\frac{g-f}{2h}=0 .
$$

Its discriminant simplifies when $3P_c^2=(g-2f)/h$ is inserted:

$$
P_c^2-4\Big(P_c^2-\frac{g-f}{2h}\Big)=\frac{2(g-f)}{h}-\frac{g-2f}{h}=\frac gh .
$$

The positive root is

$$
P_1=\frac12\Big(\sqrt{\frac gh}-P_c\Big).
$$

It is positive because $f>-g$ means $P_c^2<g/h$. It is also stable. The equation $E_A(P)=E_b$ has two positive roots, one on each side of the maximum at $P_s$, and since $P_c>P_s$, the other root satisfies $P_1<P_s$. The negative root of the quadratic is not a minimum. For $P<0$, a positive $E_A$ needs $P^2>(g-f)/(2h)=3P_s^2$, where the slope of $E_A$ is negative.

### (i) Recovered energy and loss

*A capacitor is charged from the antipolar ground state to a field $E_m>E_f$, where $P=P_m$, and then discharged. With $-g<f<g/3$, find the energy recovered and the energy lost per unit volume. At which field would the two states be in equilibrium?*

**Solution.** The electrical work per volume is $E\,dD$ with $D=\varepsilon_0E+P$. The vacuum part integrates to $\varepsilon_0E^2/2$ and is returned in full. It is left out of all the energies below, which refer to the work $E\,dP$.

Let $F=G+EP$ be the free energy without the field term. Along either stationary family $F_A=0$, so $dF/dP=F_P=E$. The work on a stable branch is the change of $F$. Measured from the antipolar ground state, the branch energies are

$$
W_A(P)=\int_0^PE_A\,dP'=(g-f)P^2-hP^4,
$$

$$
W_F(P)=\frac{2f+g}{4}P^2+\frac h8P^4+\frac{(g-2f)^2}{8h}.
$$

The last term of $W_F$ is the energy by which the ground state lies below $P=A=0$.

During discharge the polarization follows the polar branch from $P_m$ to $P_c$, jumps to $P_1$ at the fixed field $E_b$, and returns to zero on the antipolar branch. The recovered energy is

$$
W_{\rm rec}=\big[W_F(P_m)-W_F(P_c)\big]+E_b(P_c-P_1)+W_A(P_1).
$$

During charging the jump takes place at $E_f$, from $P_s$ to $P_2$:

$$
W_{\rm in}=W_A(P_s)+E_f(P_2-P_s)+\big[W_F(P_m)-W_F(P_2)\big].
$$

These expressions become clearer with the drops of $G=F-EP$ at the two jumps:

$$
\Delta_f=\big[W_A(P_s)-E_fP_s\big]-\big[W_F(P_2)-E_fP_2\big],
$$

$$
\Delta_b=\big[W_F(P_c)-E_bP_c\big]-\big[W_A(P_1)-E_bP_1\big].
$$

Comparing terms gives

$$
W_{\rm in}=W_F(P_m)+\Delta_f,\qquad W_{\rm rec}=W_F(P_m)-\Delta_b,\qquad
W_{\rm in}-W_{\rm rec}=\Delta_f+\Delta_b .
$$

Both drops are positive, since the crystal relaxes downhill in $G$ at fixed field. The energy $W_F(P_m)$ is what the charged state holds above the ground state. The forward jump raises the cost of reaching that state, and the return jump reduces what comes back. The loss does not depend on $E_m$ once $E_m$ exceeds $E_f$, so in this model a larger maximum field improves the efficiency $W_{\rm rec}/W_{\rm in}$.

At the equilibrium field $E_t$ the two minima have equal $G$:

$$
W_A(P_A)-E_tP_A=W_F(P_F)-E_tP_F,\qquad E_A(P_A)=E_F(P_F)=E_t .
$$

There is one such field between $E_b$ and $E_f$. The antipolar state is lower at $E_b$ and the polar state is lower at $E_f$, as the directions of the jumps show. In between, $dG/dE=-P$ in each minimum, so the difference $G_{\rm polar}-G_{\rm anti}$ changes at the rate $-(P_F-P_A)<0$ and crosses zero once. If nucleation moves both switching fields toward $E_t$, both drops shrink, and the loss with them.

### (j) A charge and discharge cycle in numbers

*Use $f=-0.2$ and $g=1$ (in $10^9$ V m/C), $h=20$ (in $10^9$ V m⁵/C³), and a maximum field of 300 MV/m. Evaluate the loop, the recovered energy and the efficiency.*

**Solution.** The value $f=-0.2g$ lies between $-g$ and $g/3$, so the switching is hysteretic and no polarization remains at zero field. The stability limits are

$$
P_s=\sqrt{\frac{1.2}{120}}=0.100\ \text{C/m}^2,\qquad
P_c=\sqrt{\frac{1.4}{60}}=0.153\ \text{C/m}^2 .
$$

The switching fields follow:

$$
E_f=\frac43\,(1.2\times10^9)(0.100)\ \text{V/m}=160\ \text{MV/m},
$$

$$
E_b=\frac23\,(0.8\times10^9)(0.1528)\ \text{V/m}=81.5\ \text{MV/m}.
$$

For the polar solution, $\alpha=0.3\times10^9$ V m/C and $s=2\sqrt{0.6/60}=0.2$ C/m². Then $\alpha s/3=20$ MV/m, and

$$
P_2=0.2\,\sinh\!\big[\tfrac13\text{arsinh}\,8\big]=0.213\ \text{C/m}^2,\qquad
P_m=0.2\,\sinh\!\big[\tfrac13\text{arsinh}\,15\big]=0.279\ \text{C/m}^2 .
$$

The return jump ends at $P_1=(\sqrt{0.05}-0.1528)/2=0.0354$ C/m². Equating the two values of $G$ and solving for the field with a bracketing root search gives $E_t=130$ MV/m, where the polarizations are 0.0620 and 0.193 C/m².

The recovered energy has three parts. The polar branch returns 21.9 MJ/m³. The return jump gives $81.47\times(0.1528-0.0354)=9.56$ MJ/m³, with the field in MV/m. The antipolar branch adds $W_A(P_1)=1.47$ MJ/m³. Together,

$$
W_{\rm rec}=21.86+9.56+1.47=32.9\ \text{MJ/m}^3=32.9\ \text{J/cm}^3 .
$$

The drops of $G$ are $\Delta_f=3.88$ MJ/m³ and $\Delta_b=6.08$ MJ/m³, so the loss is 9.96 MJ/m³. The charging energy is $32.90+9.96=42.9$ MJ/m³, and the efficiency is

$$
\frac{W_{\rm rec}}{W_{\rm in}}=\frac{32.90}{42.85}=76.8\,\% .
$$

The charged state holds $W_F(P_m)=W_{\rm rec}+\Delta_b=39.0$ MJ/m³ above the ground state. Switching at $E_t$ in both directions would return this whole amount, with no loss. These figures belong to uniform switching in the chosen model. Leakage, domain processes and dielectric breakdown, which limit a real capacitor, are not part of it. A field of 300 MV/m lies far above the usual breakdown fields of bulk antiferroelectric ceramics and belongs to the range of thin films, so the energies found here should not be expected of a bulk capacitor.

All numerical values are calculated from the stated model.
